Shifted State-Interaction Spin-Orbit Coupling and Its Convergence for p²

**Result**

Let |I⟩ be orthonormal eigenstates of a spin-free Hamiltonian H₀ with energies E_I, and let E_I + d_I be the energies of the same states from a better spin-free treatment. State interaction obtains the spin-orbit levels by diagonalizing

H_IJ = (E_I + d_I) δ_IJ + ⟨I|H_SO|J⟩.  (1)

For a p² configuration the complete list has 15 states: nine from ³P, five from ¹D and one from ¹S. Let ζ > 0 be the spin-orbit parameter, and Δ_D and Δ_S the shifted energies of ¹D and ¹S above ³P. Leaving out ¹S places the lowest J = 0 level too high by e₀, and leaving out ¹D places the lowest J = 2 level too high by e₂:

e₀ = ½{√[(Δ_S + ζ)² + 8ζ²] − (Δ_S + ζ)},

e₂ = ½{√[(Δ_D − ζ/2)² + 2ζ²] − (Δ_D − ζ/2)}.  (2)

These errors are relative to the 15-state matrix with the same diagonal energies. Each level falls or stays put as states are added, but the splitting between two levels can get worse before it gets better.

**The matrix and the meaning of the shift**

Replacing the spin-free energies while keeping the vectors defines the effective operator

H_eff = Σ_I |I⟩(E_I + d_I)⟨I| + P H_SO P, with P = Σ_I |I⟩⟨I|.

Insert Ψ = Σ_J c_J|J⟩ into H_eff Ψ = EΨ and project on ⟨I|. Orthonormality leaves

(E_I + d_I)c_I + Σ_J ⟨I|H_SO|J⟩c_J = E c_I,

which is the eigenvalue problem of (1). If the states come from separately optimized orbitals and overlap, this step fails: an overlap matrix is needed and, in general, so are the off-diagonal elements of H₀.

All components of a term must have the same shift. Within a term the basis vectors are arbitrary up to a unitary rotation U. The spin-orbit matrix V changes to U†VU, and the diagonal part keeps its form only if it is a constant times the unit matrix in that term. The levels are then independent of the choice of U, provided that all elements of V are computed with one set of vectors.

For p² the shift can be written as an operator,

D = a + bL² + cS²,

with L² and S² in units of ħ². Their eigenvalues are (2, 2) for ³P, (6, 0) for ¹D and (0, 0) for ¹S. Hence

d_S = a, d_D = a + 6b, d_P = a + 2b + 2c,

so that

a = d_S, b = (d_D − d_S)/6, c = d_P/2 − d_D/6 − d_S/3.

Any three term shifts can be represented in this way. Since D commutes with rotations, it cannot split a J level.

**Spin-free energies of p²**

Products of two p functions contain angular momenta 0 and 2, so the repulsion between two electrons in one p shell reduces to F⁰ + F² P₂(cos θ₁₂), where F⁰ and F² are Slater integrals. Write the spatial pair function as Σ_ab A_ab p_a(1)p_b(2), with a, b = x, y, z and p_a proportional to the component n_a of the unit vector n. The angular average of four components gives

⟨p_a|n_i n_j|p_c⟩ = (δ_ij δ_ac + δ_ia δ_jc + δ_ic δ_ja)/5.

The operator (n₁·n₂)² is the sum over i and j of n_i n_j for electron 1 times n_i n_j for electron 2. Its matrix element from (c, d) to (a, b) is therefore

(1/25) Σ_ij (δ_ij δ_ac + δ_ia δ_jc + δ_ic δ_ja)(δ_ij δ_bd + δ_ib δ_jd + δ_id δ_jb)

= (1/25)(7δ_ac δ_bd + 2δ_ab δ_cd + 2δ_ad δ_bc).

The 7 is 3 from the product of the first terms plus 2 + 2 from the cross terms; the other four products give the remaining deltas. Acting on A, the operator gives

A → [7A + 2 tr(A) 1 + 2Aᵀ]/25.

An antisymmetric A is a P function with eigenvalue (7 − 2)/25 = 1/5. A symmetric traceless A is a D function with (7 + 2)/25 = 9/25. The unit matrix is an S function with (7 + 6 + 2)/25 = 3/5. Since P₂ = (3/2)(n₁·n₂)² − ½, its eigenvalues are −1/5, 1/25 and 2/5. The Pauli principle pairs the antisymmetric spatial function with the spin triplet and the symmetric ones with the singlet. With F₂ = F²/25 and h the one-electron energy,

E(³P) = 2h + F⁰ − 5F₂,
E(¹D) = 2h + F⁰ + F₂,
E(¹S) = 2h + F⁰ + 10F₂.

The unshifted gaps are 6F₂ and 15F₂. The average over the 15 states contains [9(−5) + 5(1) + 10]F₂/15 = −2F₂.

**Spin-orbit blocks**

Take the one-electron operator H_SO = Σ_i ζ(r_i) l_i·s_i, with l and s in units of ħ. In one p shell ζ(r) is replaced by its radial expectation value ζ. For one electron,

l·s = ½[j(j + 1) − 2 − ¾],

which is ½ for j = 3/2 and −1 for j = 1/2.

Two electrons with j = 1/2 can form only J = 0, with spin-orbit energy −2ζ. One electron of each kind gives J = 1 and J = 2, with energy ζ/2 − ζ = −ζ/2. Two electrons with j = 3/2 have allowed M values 2, 1, 0, 0, −1, −2, hence J = 2 and J = 0, with energy ζ.

The spin-orbit matrix thus has eigenvalues {−2ζ, ζ} for J = 0, −ζ/2 for J = 1 and {−ζ/2, ζ} for J = 2. In the basis of terms, J = 0 contains ³P and ¹S, J = 1 contains ³P, and J = 2 contains ³P and ¹D. A spin singlet is invariant under spin rotations, so the vector s_i has no expectation value in it, and the singlet diagonal elements of H_SO vanish.

The trace then fixes the triplet diagonal element: −2ζ + ζ = −ζ for J = 0, and −ζ/2 + ζ = ζ/2 for J = 2. The determinant, which equals −v² for coupling v, gives v² = 2ζ² for J = 0 and v² = ζ²/2 for J = 2. With the shifted ³P energy as zero, the blocks are

J = 0: [[−ζ, √2 ζ], [√2 ζ, Δ_S]],
J = 1: −ζ/2,
J = 2: [[ζ/2, ζ/√2], [ζ/√2, Δ_D]].  (3)

Changing the phase of a basis state can change the sign of v but not the levels.

**Error from an omitted term**

Both two-state blocks have diagonal elements A and B = A + g and coupling v. The lower root is

E₋ = (A + B)/2 − ½√(g² + 4v²).

Without the upper state the level would be A. The omission error is therefore

e = A − E₋ = ½[√(g² + 4v²) − g].

Here g = Δ_S + ζ for J = 0 and g = Δ_D − ζ/2 for J = 2, which gives (2).

The admixture follows from the same quantities. The first row of the eigenvalue equation, Ac_T + vc_S = E₋c_T, gives c_S/c_T = −e/v. The characteristic equation (A − E₋)(B − E₋) = v² reads e(e + g) = v². The singlet weight is therefore

w = e²/(e² + v²) = e/(2e + g) = e/√(g² + 4v²).

For g > 0 and v ≪ g, the square root is approximately g + 2v²/g, so e ≈ v²/g. To leading order in ζ the gap g may be replaced by Δ:

e₀ ≈ 2ζ²/Δ_S, e₂ ≈ ζ²/(2Δ_D).  (4)

In the opposite limit, ζ much larger than both gaps, the lower roots tend to −2ζ and −ζ/2. Both e₀ and e₂ then tend to ζ, and a triplet-only calculation is unsuitable for the levels. Its J = 2 to J = 0 splitting, 3ζ/2, is nevertheless correct to leading order, because the parts of the two errors proportional to ζ cancel. The singlet weights w tend to ζ/(3ζ) = 1/3 for J = 0 and ζ/(3ζ/2) = 2/3 for J = 2, so to first order in the gaps the lower roots are −2ζ + Δ_S/3 and −ζ/2 + 2Δ_D/3. The splitting error e₂ − e₀ tends to (Δ_S − 2Δ_D)/3, which is small relative to 3ζ/2 but stays finite unless Δ_S = 2Δ_D. A good splitting alone does not establish that the state list is adequate.

**Levels converge monotonically; splittings need not**

Keep the diagonal energies fixed while adding states. The k-th level is the minimum, over all k-dimensional trial subspaces, of the largest energy expectation value in the subspace. A longer list admits all the old subspaces and some new ones, so the minimum cannot rise. This argument does not apply if the shifts or the vectors are recomputed for each list.

From (3), the J = 2 to J = 0 splitting is 3ζ/2 with nine states, 3ζ/2 − e₂ with 14, and 3ζ/2 − e₂ + e₀ with 15. Relative to 15 states the errors are

nine states: e₂ − e₀,
14 states: −e₀.

Adding ¹D makes the splitting worse when |e₂ − e₀| < e₀, that is, when 0 < e₂ < 2e₀. At weak coupling, (4) turns this into

ζ²/(2Δ_D) < 4ζ²/Δ_S, or Δ_S < 8Δ_D.

The unshifted p² gaps have the ratio 15/6 = 2.5 and satisfy it.

Terms must also be added whole. By rotational invariance, the five ¹D states couple to five orthonormal ³P₂ states with one common strength v. Any three orthonormal ¹D components therefore lower three J = 2 states by e₂ and leave two where they were. The spurious splitting is e₂.

**Algorithm**

1. Compute spin-free eigenstates and select complete terms.
2. Compute every element of H_SO with this one set of vectors.
3. Match each term to its improved energy by symmetry and character, and give all its components the same shift.
4. Form (1), diagonalize, and check that the 2J + 1 components of each level agree.
5. Enlarge the list by complete terms, and monitor individual levels as well as splittings.
6. Estimate the contribution of states outside the list.

For step 6, let Ψ be a nondegenerate level of the current matrix, with energy E_Ψ, and K an omitted spin-free eigenstate with energy E_K. If K and the listed states are eigenstates of the same H₀, then H₀ does not connect K to the list, and the coupling is ⟨K|H_SO|Ψ⟩. Neglecting couplings among the omitted states, the K row gives

c_K ≈ −⟨K|H_SO|Ψ⟩/(E_K − E_Ψ).

Substitution into the Ψ row lowers the energy by

τ ≈ Σ_K |⟨K|H_SO|Ψ⟩|²/(E_K − E_Ψ).  (5)

This requires couplings small compared with the energy denominators, and each term is a lowering only if E_K > E_Ψ. For a degenerate J level, states with the same J and M are used.

**Worked example: the 15 states**

The example is a model with two electrons in p orbitals around a central charge 4. The reduced radial functions rR(r) are spanned by r² exp(−2r) and r³ exp(−2r), with r in bohr. The occupied orbital p minimizes the average p² energy; the orthogonal combination is p′. The radial spin-orbit operator is proportional to r⁻³ and scaled so that ζ = 3000 cm⁻¹ for p. This is about 60 times the value the bare central charge would give, chosen to make the errors visible; the example does not represent a particular atom.

The Slater integral F² = 71395 cm⁻¹ gives F₂ = 2855.8 cm⁻¹, and hence unshifted gaps of 17135 and 42837 cm⁻¹. Results below are computed from unrounded values, so a last digit may differ by one from arithmetic on the rounded figures. Diagonalizing the spin-free Hamiltonian in all 66 determinants of p and p′ supplies the improved energies. The shifts are −529 cm⁻¹ for ³P, −962 cm⁻¹ for ¹D and −2085 cm⁻¹ for ¹S. Thus

Δ_D = 17135 − 962 + 529 = 16702 cm⁻¹,
Δ_S = 42837 − 2085 + 529 = 41281 cm⁻¹.

For J = 0, g = 41281 + 3000 = 44281 cm⁻¹ and √(g² + 8ζ²) = 45087 cm⁻¹, so

e₀ = (45087 − 44281)/2 = 403 cm⁻¹.

For J = 2, g = 16702 − 1500 = 15202 cm⁻¹ and √(g² + 2ζ²) = 15782 cm⁻¹, so

e₂ = (15782 − 15202)/2 = 290 cm⁻¹.

The weak-coupling formulas (4) give 436 and 269 cm⁻¹. The first is too large because it leaves ζ out of the gap Δ_S + ζ; the second is too small because the true gap is Δ_D − ζ/2. The singlet weights are 403/45087 = 0.89% for J = 0 and 290/15782 = 1.84% for J = 2.

The J = 2 to J = 0 splitting, with its error relative to 15 states, is

9 states: 4500 cm⁻¹, error −112 cm⁻¹;
14 states: 4210 cm⁻¹, error −403 cm⁻¹;
15 states: 4612 cm⁻¹, or 0.572 eV.

The nine-state splitting looks better than the 14-state one because its two level errors partly cancel. Keeping three of the five ¹D components splits J = 2 by 290 cm⁻¹, equal to e₂. Shifting one ³P component alone by 100 cm⁻¹ splits a J level by 50 cm⁻¹; this value holds, for example, for M_L = 1, M_S = 0 and depends on the component, being 98 cm⁻¹ for M_L = M_S = 1 and 0 for the ³P₀ combination.

**What the shifts correct, and what they leave**

The reference is now the full spin-orbit problem in the 66 determinants. It is complete within this two-function p space, but it omits s and d functions, further radial functions and two-electron spin-orbit terms. Energies above ³P₀, in cm⁻¹, are:

Method: ³P₂, ¹D₂, ¹S₀
p², unshifted: 4607, 20807, 46616
p², shifted: 4612, 20395, 45087
15 correlated states: 4671, 20432, 45108
all 66 states: 4707, 20463, 45153

The shifts reduce the ¹D₂ error from +344 to −68 cm⁻¹ and the ¹S₀ error from +1463 to −66 cm⁻¹. They barely change the ³P₂ error, which goes from −101 to −95 cm⁻¹. The leading fine structure comes from H_SO within ³P, and a common shift of that term leaves it unchanged.

The remaining −95 cm⁻¹ has two parts. Using correlated vectors in H_SO raises the splitting by 58 cm⁻¹; including the omitted states raises it by another 37 cm⁻¹. The correlated ³P term has an effective parameter ζ_corr = 3050 cm⁻¹ instead of 3000 cm⁻¹. Most of this change is orbital relaxation rather than pair correlation: p is optimized for the configuration average, and a single p orbital optimized for ³P alone already gives ζ = 3044 cm⁻¹ with the same radial operator. This alone adds 1.5 × 50 = 75 cm⁻¹; changes in the mixing with ¹D and ¹S take back about 16 cm⁻¹.

At weak coupling the wavefunction error can be stated for the absolute levels. To first order the ³P levels are −ζ, −ζ/2 and ζ/2, and singlets do not move. Replacing ζ_corr by ζ gives a largest error of |ζ_corr − ζ|, found at J = 0. The omitted states contribute at second order.

**Convergence beyond p²**

With correlated vectors and energies, enlarging the list gives these J = 0 errors relative to 66 states, and J = 2 to J = 0 splittings, in cm⁻¹:

N: J = 0 error, splitting
9: 483.6, 4574.7
14: 483.6, 4282.2
15: 95.2, 4670.6
18: 95.2, 4670.6
33: 95.2, 4631.4
36: 95.2, 4631.4
45: 57.5, 4664.5
50: 57.5, 4649.8
51: 0.1, 4707.2
66: 0, 4707.2

The J = 0 level does not move between N = 15 and N = 36, yet it is still 95 cm⁻¹ too high. This plateau follows from symmetry. The configuration pp′ has the terms ¹S, ³S, ¹P, ³P, ¹D and ³D, of which only ³P and ¹S contain J = 0. The sets of three states added at N = 18 and 36 must be ³S or ¹P, which have J = 1 and affect neither level. The 15 states added at N = 33 form ³D, which lowers J = 2 but not J = 0, so the splitting moves away from its final value. An unchanged energy after adding a term that cannot couple to the level therefore says nothing about convergence. A small change from a term that can couple shows only that this term matters little in the present list. Its effect can grow when other terms are added, and those terms may matter themselves.

The last 15 states change the J = 0 level by less than 0.1 cm⁻¹. Counting the terms of p², pp′ and p′² leaves one ³P, one ¹D and one ¹S for these states. Two of them contain J = 0, so their small effect is not enforced by symmetry.

Estimate (5) detects the error hidden by the plateau. Applied at N = 15 to the J = 0 level, it gives 92.4 cm⁻¹, against an actual lowering of 95.2 cm⁻¹, an underestimate of 3%. The numerical check compares these quantities with direct diagonalization in the determinant space. The estimate covers omitted states only, not errors in the listed vectors. The shifted p² vectors are not eigenstates of the 66-determinant H₀, and for them the same sum over pp′ and p′² states gives 94 cm⁻¹ for J = 0 and 56 cm⁻¹ for J = 2, while these levels lie 131 and 36 cm⁻¹ above the 66-state values.

Computed results

```
Central charge: 4.0 e
Radial exponent: 2.0 bohr^-1
zeta of optimized p orbital: 3000.00 cm^-1
Slater F^0: 146997.38 cm^-1
Slater F^2: 71395.12 cm^-1
F_2 = F^2/25: 2855.80 cm^-1
Off-diagonal |zeta_ab|: 4733.39 cm^-1
zeta of second p orbital: 9504.19 cm^-1
Energy shift 3P: -529.03 cm^-1
Energy shift 1D: -962.34 cm^-1
Energy shift 1S: -2084.68 cm^-1
Unshifted gap 3P-1D: 17134.83 cm^-1
Unshifted gap 3P-1S: 42837.07 cm^-1
Shifted gap 3P-1D: 16701.52 cm^-1
Shifted gap 3P-1S: 41281.41 cm^-1
Shifted p^2: N; J=0, J=1, J=2 relative to 3P; J2-J0 (cm^-1)
 9; -3000.00, -1500.00, 1500.00; 4500.00
14; -3000.00, -1500.00, 1209.53; 4209.53
15; -3402.83, -1500.00, 1209.53; 4612.35
J2-J0 splitting, 15 shifted states: 0.571859 eV
J2-J0 error with 9 states: -112.35 cm^-1
J2-J0 error with 14 states: -402.83 cm^-1
J=0 omission error, exact: 402.83 cm^-1
J=0 omission error, second order: 436.03 cm^-1
J=2 omission error, exact: 290.47 cm^-1
J=2 omission error, second order: 269.44 cm^-1
1S weight in lowest J=0: 0.893 %
1D weight in lowest J=2: 1.840 %
J=2 spread with 3 of 5 1D components: 290.47 cm^-1
Largest J spread, one component shifted 100 cm^-1: 49.98 cm^-1
zeta in correlated 3P: 3049.78 cm^-1
Method: 3P1, 3P2, 1D2, 1S0 above 3P0 (cm^-1)
p^2 unshifted 15: 1889.39, 4606.68, 20806.92, 46615.84
p^2 shifted 15: 1902.83, 4612.35, 20394.82, 45087.07
correlated 15: 1913.34, 4670.63, 20432.23, 45108.09
full 66: 1917.98, 4707.25, 20462.72, 45152.98
Correlated N: J=0 error, J2-J0 splitting (cm^-1)
 9: 483.611, 4574.668
14: 483.611, 4282.183
15: 95.165, 4670.629
18: 95.165, 4670.629
33: 95.165, 4631.426
36: 95.165, 4631.426
45: 57.487, 4664.535
50: 57.487, 4649.774
51: 0.061, 4707.200
60: 0.037, 4707.222
65: 0.037, 4707.210
66: 0.000, 4707.246
J=0 tail beyond 15 states, actual: 95.165 cm^-1
J=0 tail beyond 15 states, estimate: 92.405 cm^-1
```
